\section*{Critical Radius of a Cylindrical Hole in a Supported Film}

A simulation of how a thin metal film breaks up on its substrate can be started from a hole, and someone must then choose its radius. If the hole is too small it closes and the film appears stable; if it is large enough it opens and the film appears to fail. For a hole with straight walls, capillarity sets the dividing radius at
\begin{equation}
r^*=\frac{h}{1-\cos\theta},
\label{eq:result}
\end{equation}
where $h$ is the film thickness and $\theta$ the contact angle. The energy of the hole has a maximum at $r^*$, not a minimum, so $r^*$ is an unstable threshold and not a size at which a hole comes to rest. The result is derived below first from energies and then from forces.

\section{Model and conventions}

A flat film lies on a rigid, flat substrate. The film surface has the isotropic energy $\gamma$ per unit area, the bare substrate $\gamma_s$, and the film--substrate interface $\gamma_i$. The angle $\theta$ is measured inside the film, between the substrate and the film surface, with $0<\theta\le\pi$. A circular hole of radius $r$ with vertical walls reaches down to the substrate. Its energy $\Delta E$ is counted from the intact film, so a positive value is a cost. Elastic energy, grain boundaries and the energies of the edges are left out at first. The formulas contain no dimensional constants and hold in atomic units or any other consistent set.

\section{First derivation: energy}

\subsection{Counting areas}

The hole creates a wall of area $2\pi rh$. It removes an area $\pi r^2$ of top surface and the same area of interface, and it bares $\pi r^2$ of substrate. Therefore
\begin{align}
\Delta E(r)&=2\pi rh\gamma-\pi r^2\gamma-\pi r^2\gamma_i+\pi r^2\gamma_s\nonumber\\
&=2\pi rh\gamma-\pi r^2(\gamma+\gamma_i-\gamma_s).
\label{eq:areas}
\end{align}

The removed material must go somewhere. Let it spread evenly over a cell of radius $R$ whose outer boundary costs no energy. Conservation of volume, $\pi(R^2-r^2)h'=\pi R^2h$, gives the new thickness
\begin{equation}
h'=\frac{h}{1-r^2/R^2}.
\label{eq:thick}
\end{equation}
The flat areas are unchanged, but the wall is higher and costs an extra
\begin{equation}
2\pi r\gamma(h'-h)=2\pi r\gamma h\,\frac{r^2}{R^2-r^2}.
\end{equation}
At fixed $r$ this vanishes as $R^{-2}$, and Eq.~\eqref{eq:areas} is the limit of a large film.

\subsection{The contact angle from a droplet}

The combination $\gamma+\gamma_i-\gamma_s$ can be found from a droplet of the same material on the same substrate. Take a spherical cap with foot radius $a$ and height $H$. Its free area is $\pi(a^2+H^2)$ and its volume is $\pi(3a^2H+H^3)/6$. Apart from a constant, its energy is
\begin{equation}
F=\pi\gamma(a^2+H^2)+\pi(\gamma_i-\gamma_s)a^2 .
\end{equation}
At fixed volume, $6aH\,da+3(a^2+H^2)\,dH=0$, so
\begin{equation}
\frac{dH}{da}=-\frac{2aH}{a^2+H^2}.
\end{equation}
The derivative of the energy along this constraint is
\begin{align}
\frac{dF}{da}&=2\pi a(\gamma+\gamma_i-\gamma_s)+2\pi\gamma H\frac{dH}{da}\nonumber\\
&=2\pi a\left[\gamma+\gamma_i-\gamma_s-\gamma\frac{2H^2}{a^2+H^2}\right].
\end{align}
For a sphere of radius $\rho$, $a=\rho\sin\theta$ and $H=\rho(1-\cos\theta)$. Hence $a^2+H^2=2\rho^2(1-\cos\theta)$, and the last fraction equals $1-\cos\theta$. Setting the derivative to zero gives
\begin{equation}
\gamma+\gamma_i-\gamma_s=\gamma(1-\cos\theta),
\label{eq:young}
\end{equation}
which is Young's relation, $\gamma_s-\gamma_i=\gamma\cos\theta$. Flattening the drop increases $a$ and lowers $1-\cos\theta$, so the bracket passes from negative to positive: the droplet sits at a minimum.

\subsection{The stationary point}

With $q=1-\cos\theta$, Eqs.~\eqref{eq:areas} and \eqref{eq:young} give
\begin{equation}
\Delta E(r)=\pi\gamma(2hr-qr^2).
\label{eq:energy}
\end{equation}
The first two derivatives are
\begin{equation}
\frac{d\Delta E}{dr}=2\pi\gamma(h-qr),\qquad
\frac{d^2\Delta E}{dr^2}=-2\pi\gamma q<0 .
\label{eq:derivs}
\end{equation}
The first vanishes at $r^*=h/q$, which is Eq.~\eqref{eq:result}, and the second shows that this point is a maximum. Its height is
\begin{equation}
\Delta E^*=\pi\gamma\left(\frac{2h^2}{q}-\frac{h^2}{q}\right)=\frac{\pi\gamma h^2}{q}.
\label{eq:barrier}
\end{equation}
The wall costs $2\pi\gamma h^2/q$ at this radius, and the change of the flat areas returns half of it.

The physics is a contest between a perimeter and an area. The wall cost grows as $r$ and the gain as $r^2$, so the cost wins for small holes. Equation~\eqref{eq:energy} returns to zero at $r=2r^*$. A hole between $r^*$ and $2r^*$ still has more energy than the intact film, yet it already lowers its energy by opening.

At $\theta=\pi$ the threshold is $h/2$. As $\theta\to0$ it grows without limit, since baring the substrate then gains almost nothing. If $\gamma_s-\gamma_i\ge\gamma$, the film wets completely, the coefficient of $r^2$ in Eq.~\eqref{eq:areas} is no longer negative, and no threshold exists.

\section{Second derivation: forces}

Now treat each interfacial energy as a tension, and consider the piece of wall that spans a small angle $d\varphi$ about the axis of the hole. Forces are counted positive when they point away from the axis, that is, when they open the hole.

The wall is curved around the axis. Its tension pulls on the two vertical cuts, each of length $h$, with a force $\gamma h$ along the local tangent. The two tangents differ in direction by $d\varphi$, so the resultant is
\begin{equation}
-2\gamma h\sin(d\varphi/2)=-\gamma h\,d\varphi
\end{equation}
to first order in $d\varphi$. The minus sign says that this hoop tension closes the hole.

At the upper edge, of length $r\,d\varphi$, the top surface of the film pulls outward with $\gamma r\,d\varphi$. At the lower edge the film--substrate interface pulls outward with $\gamma_i r\,d\varphi$, and the bare substrate pulls inward with $\gamma_s r\,d\varphi$. The film far away is flat, so its pressure equals that outside and exerts no net force on the wall. The sum is
\begin{equation}
dF_r=\left[(\gamma+\gamma_i-\gamma_s)r-\gamma h\right]d\varphi .
\label{eq:force}
\end{equation}

Young's relation also follows from forces. At the edge of a resting droplet, the horizontal pull $\gamma_s$ of the bare substrate balances $\gamma_i$ and the horizontal part $\gamma\cos\theta$ of the surface tension, so $\gamma_s=\gamma_i+\gamma\cos\theta$. Inserting this and integrating over the full circle gives
\begin{equation}
F_r=2\pi\gamma(qr-h).
\end{equation}
The force vanishes at $r^*=h/q$. It is negative below $r^*$ and positive above, so a displaced hole is driven further from $r^*$. The work done against this force in opening the hole up to the threshold is
\begin{equation}
-\int_0^{r^*}F_r\,dr=2\pi\gamma\left(hr^*-\frac{q{r^*}^2}{2}\right)=\frac{\pi\gamma h^2}{q},
\end{equation}
in agreement with Eq.~\eqref{eq:barrier}.

\section{What each derivation assumes}

The energy route needs the work of creating each surface and an account of where the material goes. It therefore suits a solid whose shape changes by diffusion. The force route reads the same numbers as mechanical tensions, which is correct for a liquid. In a solid, the stress needed to stretch a surface differs in general from the energy needed to create it. The forces in Eq.~\eqref{eq:force} must then be understood as energy gained per unit displacement of the wall, not as surface stresses.

Volume enters the two routes differently. The energy route spreads the removed material over a large film; the force route sets the pressure in the film to zero. These agree for $R\to\infty$. In a finite cell, the thickness \eqref{eq:thick} changes the stationary condition to
\begin{equation}
h\,\frac{1+x^2}{(1-x^2)^2}=qr,\qquad x=\frac rR .
\label{eq:finite}
\end{equation}
For small $x$ the left side is $h(1+3x^2)$ to leading order, so the threshold rises by the fraction $3(r^*/R)^2$. Equation~\eqref{eq:finite} can have a second root at large $r$, where the thickening film stops the opening. That root is a true energy minimum within the cylindrical family. Dividing Eq.~\eqref{eq:finite} by $hx$ gives $(1+x^2)/[x(1-x^2)^2]=R/r^*$, whose left side never falls below 4.11. In a cell smaller than $4.11\,r^*$ there is therefore no root, and every straight hole closes; close to that size the small-$x$ estimate understates the shift.

Both routes assume vertical walls, and the force picture shows what this hides. Only the total horizontal force on the wall vanishes at $r^*$. The hoop tension acts over the whole height while the opening forces act at the two edges, so a free wall would change shape.

\subsection{Releasing the wall}

Let the film surface be held at height $h$ at radius $R$, and let material leave freely at the pressure of a flat film. Let $\psi$ be the inclination of the surface profile $r(z)$ to the horizontal. With no pressure difference, the vertical pull across every horizontal circle must be the same:
\begin{equation}
2\pi r\gamma\sin\psi=2\pi\gamma c .
\end{equation}
Here $c$ is a constant length. Since $\sin\psi=1/\sqrt{1+r'^2}$, this means $r'^2=r^2/c^2-1$, solved by
\begin{equation}
r(z)=c\cosh u,\qquad u=\frac zc+u_1 .
\end{equation}
The constant $r=c$ also satisfies this equation, but it leaves the hoop tension unbalanced and is rejected. At the substrate the contact angle requires $r'=\sinh u_1=\cot\theta$, so $\cosh u_1=1/\sin\theta$ and the contact radius is $c/\sin\theta$, for $\theta<\pi$. At the outer rim $\cosh u_2=R/c$. Since $h=c(u_2-u_1)$,
\begin{equation}
h=c\left[\operatorname{arcosh}\frac Rc-\operatorname{arsinh}(\cot\theta)\right].
\label{eq:neck}
\end{equation}

The area of this surface is
\begin{align}
A&=2\pi\int_0^h r\sqrt{1+r'^2}\,dz
=2\pi c^2\int_{u_1}^{u_2}\cosh^2u\,du\nonumber\\
&=\pi c^2\left[u+\sinh u\cosh u\right]_{u_1}^{u_2}\nonumber\\
&=\pi ch+\pi R\sqrt{R^2-c^2}-\pi c^2\frac{\cos\theta}{\sin^2\theta}.
\end{align}
The bared substrate adds the energy $(\gamma_s-\gamma_i)\pi c^2/\sin^2\theta=\pi\gamma c^2\cos\theta/\sin^2\theta$, which cancels the last term. Subtracting the energy $\gamma\pi R^2$ of the flat surface leaves
\begin{equation}
\Delta E_{\rm free}=\pi\gamma\left(ch-R^2+R\sqrt{R^2-c^2}\right)
\simeq\pi\gamma c\left(h-\frac c2\right),
\label{eq:free}
\end{equation}
the last form holding for $c\ll R$.

The cylinders are one path from the intact film to an open hole, so their maximum is an upper bound on the lowest barrier under these conditions. It is not the barrier itself.

\section{A thin copper seed layer}

Take $h=5$ nm, $\gamma=10$, $\gamma_s=3$ and $\gamma_i=8$ eV/nm$^2$, and an anneal at 600 K, where $kT=0.0517$ eV. These are rough values for copper on an oxide. Young's relation gives $\cos\theta=(3-8)/10=-0.5$, so $\theta=120^\circ$ and $q=1.5$. Then
\begin{align}
r^*&=\frac{5}{1.5}=3.33\ \text{nm}\quad(33.3\ \text{\AA}),\\
\Delta E^*&=\frac{\pi\times10\times25}{1.5}=524\ \text{eV},
\end{align}
or about $10^4\,kT$. The wall costs 1047 eV and the flat areas return 524 eV. A straight hole of radius 5 nm still costs 393 eV but lowers its energy by opening; at 10 nm its energy is $-1571$ eV. With $h$ and $\gamma$ held fixed, changing $\theta$ to $110^\circ$ or $130^\circ$ moves the threshold to 3.73 or 3.04 nm.

In a cell of radius $R=100$ nm that keeps its material, the threshold rises by $3(3.33/100)^2$, or 0.3\%. The second root of Eq.~\eqref{eq:finite} lies at 86 nm, where the film has thickened to 19 nm. This is the minimum of the cylindrical model, far from $r^*$.

Wall shape matters much more. For the same $R$, now with free exchange of material, Eq.~\eqref{eq:neck} gives $c=0.83$ nm, as substitution confirms: $0.828\,(5.49+0.55)=5.0$ nm. The contact radius is 0.96 nm, larger than the neck because the film overhangs the hole when $\theta>90^\circ$. Equation~\eqref{eq:free} gives
\begin{equation}
\Delta E_{\rm free}\simeq\pi\times10\times0.828\times(5-0.414)=119\ \text{eV},
\end{equation}
or about $2300\,kT$. A numerical wall made of conical rings with free radii has the same contact radius and energy, and one unstable direction, as a barrier state should. This does not prove that no lower pass exists. The drop comes from the shape and not from the exchange of material: in a cell of the same $R$ that keeps its volume, with a level surface at the rim, the stationary surface of constant mean curvature has a contact radius of 1.13 nm and an energy of 138 eV.

The lower barrier requires much more transport. The relaxed shape has lost about 13\,000 nm$^3$ of material, equivalent to a mean lowering of 0.41 nm over the whole cell, whereas the critical cylinder has lost 175 nm$^3$. The result also depends on the distance to the rim: for $R=1000$ nm the contact radius is 0.66 nm and the barrier 85 eV. Neither threshold alone decides the fate of a straight hole of, say, 2 nm radius whose wall is free to move. That needs a calculation of the transport. The necks are also only a few atoms across, where a continuum surface energy is doubtful.

\section{The model beside real films}

A copper seed may lie on a metal barrier or liner instead of an oxide. Where copper wets that layer better than it wets oxide, $\theta$ is smaller and the cylindrical threshold larger: at $\theta=60^\circ$, with the same $h$ and $\gamma$, it is 10 nm. Real seed films are also polycrystalline and uneven. Suppose the hole opens where three grain boundaries meet on its axis. It then removes a boundary area $3rh$, and for a rough boundary energy $\gamma_b=4$ eV/nm$^2$ the linear term of Eq.~\eqref{eq:energy} is multiplied by
\begin{equation}
g=1-\frac{3\gamma_b}{2\pi\gamma}=1-\frac{12}{62.8}=0.809 .
\end{equation}
The threshold scales as $g$ and falls to 2.70 nm; the barrier scales as $g^2$ and falls to 343 eV. This estimate holds only while the top stays flat and the wall straight. If the surface is free, the boundaries pull it down: for small slopes, vertical balance on a circle of radius $r$ gives $2\pi r\gamma\,\overline{z'}=3\gamma_b r$, a mean slope of $1-g=0.19$. With the surface held at height $h$ at radius $R$, the equilibrium pit at the junction is about $0.19R$ deep and reaches the substrate of a 5 nm film once $R$ exceeds about 26 nm. Capillarity then leaves no barrier, and only the rate of transport limits the opening.

Three other omissions, taken at rough magnitudes, shift the cylindrical threshold less. A wall energy 10\% above that of the top surface raises it to 3.67 nm. An edge energy of 1 eV/nm, summed over both edges, raises it to 3.40 nm. Releasing the elastic energy stored above the hole's footprint, for a biaxial modulus of 1200 eV/nm$^3$ and a strain of 0.003, lowers it to 3.32 nm; relaxation of the surrounding film is not counted.

Every barrier quoted above is more than a thousand times $kT$. The relaxed one falls only logarithmically with $R$; Eqs.~\eqref{eq:neck} and \eqref{eq:free} still give 47 eV, about $900\,kT$, at $R=1$ mm. Within this continuum model and for these parameters, thermal fluctuations do not carry a flat, continuous film without grain boundaries over these barriers, though a lower pass has not been excluded. At boundaries and their junctions, grooving can reach the substrate without any such barrier. A simulation of such a film should therefore take its initial holes from incomplete coverage, grooves or other defects. If it keeps the walls straight, Eq.~\eqref{eq:result} tells which isolated, round holes will grow in a large, uniform film without grain boundaries. Boundaries inside the hole lower the threshold by an amount that depends on their number and position; the estimate above is for three that meet on its axis. The equation does not cover elongated holes: a slot with round ends, half-width $w<r^*$ and straight length $L$ lowers its energy by widening when $L>\pi(r^*-w)$, and at the same time by retracting its ends. If the simulation lets the walls move, the starting radius should be varied, because the cylindrical threshold no longer settles the outcome. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough values, copper seed layer on oxide)
film thickness h = 5.0 nm
film surface energy = 10.0 eV/nm^2
bare substrate energy = 3.0 eV/nm^2
film-substrate interface energy = 8.0 eV/nm^2
temperature = 600 K, kT = 0.0517 eV
cell (outer) radius R = 100 nm
CYLINDRICAL HOLE
contact angle from droplet = 120.00 deg
1 - cos(theta) = 1.5000
critical radius = 3.333 nm = 33.33 angstrom
wall energy at critical radius = 1047.2 eV
base energy at critical radius = -523.6 eV
barrier = 523.6 eV = 10127 kT
radius where energy returns to zero = 6.667 nm
energy at r = 1.667 nm: 392.7 eV
energy at r = 5.000 nm: 392.7 eV
energy at r = 10.000 nm: -1570.8 eV
theta 60 deg: radius 10.000 nm, barrier 1570.8 eV
theta 90 deg: radius 5.000 nm, barrier 785.4 eV
theta 110 deg: radius 3.726 nm, barrier 585.2 eV
theta 130 deg: radius 3.044 nm, barrier 478.1 eV
theta 150 deg: radius 2.679 nm, barrier 420.9 eV
theta 180 deg: radius 2.500 nm, barrier 392.7 eV
FINITE FILM, material conserved in the cell
critical radius = 3.3445 nm, barrier = 524.8 eV
energy minimum at r = 86.0 nm, energy = -244775 eV
film thickness at that minimum = 19.3 nm
RELAXED WALL, film held at height h at R, free material exchange
R = 100 nm: neck radius = 0.828 nm
R = 100 nm: contact radius = 0.957 nm
R = 100 nm: barrier = 119.3 eV = 2308 kT
ring model: contact radius = 0.957 nm
ring model: barrier = 119.3 eV
number of unstable directions = 1
volume drained = 13018 nm^3
mean drop of film level over the cell = 0.414 nm
cylinder volume at critical radius = 174.5 nm^3
R = 1000 nm: neck 0.574 nm, contact 0.663 nm, barrier 85.0 eV
OTHER NEGLECTED EFFECTS (rough magnitudes, cylinder)
grain-boundary energy = 4.0 eV/nm^2
triple junction: radius 2.697 nm, barrier 342.7 eV
wall energy excess = 10 percent
costlier wall: radius 3.667 nm, barrier 633.6 eV
line tension, both edges = 1.0 eV/nm
line tension: radius 3.400 nm, barrier 544.8 eV
biaxial modulus = 1200 eV/nm^3, strain = 0.003
elastic energy: radius 3.321 nm, barrier 521.7 eV
\end{verbatim}
